# Suppressor supply depth in a via with constant burial on its walls

In copper superfilling, a suppressor adsorbs on the metal and slows its growth. The growing metal buries adsorbed molecules, so a covered wall needs a continuing supply from the electrolyte. This problem asks how deep into a via that supply can reach.

The via is a cylinder of radius $R$ and depth $H$, filled with still electrolyte. The coordinate $z$ runs from the mouth, $z=0$, to the floor, $z=H$. The suppressor has diffusivity $D$, and its concentration at the mouth is held at $C_0$. Sidewall and floor bury it irreversibly at a rate $k$ per wall area, in mol/(cm² s), wherever it is present. Electric drift and flow are neglected, wall motion is left to part (i), and the state is steady until then.

**(a) State the burial law so that it also makes sense where the suppressor has run out. Then derive the equation for the concentration averaged over the cross-section.**

A rate $k$ cannot hold everywhere in an arbitrarily deep via, because a wall cannot bury more than reaches it. The consistent law for the local burial rate $q$ is

$$q=k\ \text{ where } C>0,\qquad 0\le q\le k\ \text{ where } C=0 .$$

Where $C>0$, the local concentration $c(r,z)$ obeys

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right)+\frac{\partial^2c}{\partial z^2}=0,\qquad -D\left.\frac{\partial c}{\partial r}\right|_{r=R}=k .$$

The minus sign makes flux toward the wall positive. Define the mean $C(z)=(2/R^2)\int_0^R c\,r\,dr$ and apply the same average to the diffusion equation. The radial term integrates directly:

$$\frac{2}{R^2}\left[r\frac{\partial c}{\partial r}\right]_0^R=\frac2R\left(-\frac kD\right).$$

Hence

$$C''=\frac{2k}{DR}. \tag{1}$$

The factor $2/R$ is the wall area per volume, $2\pi R\,dz/(\pi R^2dz)$. Equation (1) needs no assumption about the radial profile, provided that the whole wall at that depth buries at rate $k$.

The wall sees slightly less suppressor than the mean. A field that satisfies both the diffusion equation and the wall condition is

$$c=a+bz+\frac{k}{DR}\left(z^2-\frac{r^2}{2}\right).$$

The radial part of the Laplacian gives $-2k/(DR)$ and the axial part $+2k/(DR)$, while $-D\,\partial c/\partial r=k$ at $r=R$. Since $r^2$ has the mean $R^2/2$, the mean of $c$ exceeds its wall value by

$$\frac{k}{DR}\left(\frac{R^2}{2}-\frac{R^2}{4}\right)=\frac{kR}{4D}. \tag{2}$$

Below, $C$ is used for the wall concentration too. This requires a slender via and a difference (2) small compared with $C_0$.

**(b) Suppose that every wall, including the floor, is fully supplied. Find the profile and the greatest depth for which this is possible.**

Integrating (1) once gives $C'=A+2kz/(DR)$. The floor takes the flux $k$, so $-DC'(H)=k$ and

$$A=-\frac kD-\frac{2kH}{DR}.$$

A second integration, with $C(0)=C_0$, gives

$$C=C_0-\frac kD\left[\left(1+\frac{2H}{R}\right)z-\frac{z^2}{R}\right]. \tag{3}$$

The slope is $C'=-k/D-2k(H-z)/(DR)$, which is negative throughout, so the lowest concentration is at the floor:

$$C(H)=C_0-\frac{k}{DR}H(H+R).$$

It is natural to define a length by

$$L^2=\frac{DRC_0}{k}. \tag{4}$$

Full supply then requires $H(H+R)\le L^2$. Solving $H^2+RH-L^2=0$ for its positive root gives the limiting depth

$$H_f=-\frac R2+\sqrt{\frac{R^2}{4}+L^2}. \tag{5}$$

For $R\ll L$ this is about $L-R/2$. The small difference from $L$ is the cost of supplying the floor as well as the sidewall.

**(c) Make the via slightly deeper than $H_f$. What happens first?**

Formula (3) would now give a negative concentration at the floor. The burial law instead allows $C(H)=0$ with a floor uptake below $k$. The sidewall still obeys (1), and (4) gives $k/(DR)=C_0/L^2$, so

$$C=C_0+Bz+\frac{C_0}{L^2}z^2 .$$

The condition $C(H)=0$ gives $B=-C_0(1/H+H/L^2)$, and the result factors:

$$C=C_0\left(1-\frac zH\right)\left(1-\frac{Hz}{L^2}\right). \tag{6}$$

The flux into the floor is

$$-DC'(H)=-D\left(B+\frac{2C_0H}{L^2}\right)=DC_0\left(\frac1H-\frac H{L^2}\right).$$

Divide by $k$ and use $DC_0/k=L^2/R$. The floor receives the fraction

$$f=\frac{L^2-H^2}{RH} \tag{7}$$

of its full demand. At $H=H_f$, where $L^2-H^2=RH$, this is one. It falls to zero at $H=L$. In the axial model, the floor is therefore short of suppressor in the window $H_f<H\le L$ while the whole sidewall is still supplied. This window is only about $R/2$ wide, so radial differences matter in it. In the full field the concentration is lowest in the corner between floor and sidewall, and both run short there first. For $H>L$, (7) would be negative: the floor would have to release suppressor, which irreversible burial forbids.

**(d) Find the profile for $H>L$, and the depth beyond which the sidewall gets no suppressor.**

Let $C$ be positive down to an unknown depth $\ell$ and zero below it. The concentration is continuous, so $C(\ell)=0$. A second condition comes from a balance on a thin slice around $\ell$. The difference between the fluxes through its two faces equals the uptake of a ring of wall, which is at most $k$ times the ring's area. As the slice thickness goes to zero, so does this uptake. The flux is therefore continuous. Below $\ell$ there is no gradient, so $C'(\ell)=0$.

Integrating (1) upward from $\ell$ with these two conditions gives

$$C=\frac{k}{DR}(\ell-z)^2 .$$

The mouth condition $C(0)=C_0$ then fixes $\ell^2=DRC_0/k$, which is $L^2$. Thus

$$C(z)=\begin{cases}C_0(1-z/L)^2,&z<L,\\[2pt]0,&z\ge L,\end{cases}\qquad L=\sqrt{\frac{DRC_0}{k}}. \tag{8}$$

Sidewalls deeper than $L$ lose their supply. A global balance confirms the factors: the mouth slope is $-2C_0/L$, so the inflow is $\pi R^2\,2DC_0/L$. Inserting $DC_0=kL^2/R$ turns this into $2\pi RLk$, the burial on a wall of length $L$.

The via depth does not appear in (8). Once $H>L$, making the via deeper at fixed $R$, $D$, $C_0$ and $k$ adds unsupplied wall and leaves the upper profile unchanged. The supplied depth in via diameters is

$$\frac{L}{2R}=\frac12\sqrt{\frac{DC_0}{kR}} .$$

With $D$, $C_0$ and $k$ fixed, a wider via is supplied to a greater depth but over fewer diameters.

**(e) The deep solution assumed one supplied region above one empty region. Show that no other steady solution exists.**

Consider all profiles $V(z)\ge0$ with $V(0)=C_0$, and the functional

$$E[V]=\int_0^H\left(\frac D2V'^2+\frac{2k}{R}V\right)dz+kV(H).$$

Let $C$ be any solution that obeys the burial law, and let $g=V-C$, so that $g(0)=0$. Expand $E[C+g]$ and integrate the cross term $DC'g'$ by parts. The flux is continuous, so no extra terms arise inside the via, and

$$E[V]-E[C]=\int_0^H\frac D2g'^2dz+\int_0^H\left(\frac{2k}{R}-DC''\right)g\,dz+\left[k+DC'(H)\right]g(H).$$

The slice balance reads $DC''=2q/R$, so the first bracket is $2(k-q)/R$, the unused burial capacity of the sidewall. The second bracket is the unused capacity of the floor. Both are zero where $C>0$. Where $C=0$ they are non-negative, and there $g=V\ge0$. The last two terms are therefore never negative, and

$$E[V]-E[C]\ge\int_0^H\frac D2g'^2dz .$$

The right side vanishes only if $g$ is constant, hence zero. Every solution is thus the strict minimum of $E$, and there cannot be two. The profiles (3), (6) and (8), each in its own range of $H$, are the complete answer within the axial model.

**(f) Evaluate the results for $R=2.5$ µm, $H=50$ µm, $D=10^{-6}$ cm²/s, $C_0=40$ µmol/L and $k=1$ pmol/(cm² s).**

In consistent units $C_0=4\times10^{-8}$ mol/cm³ and $R=2.5\times10^{-4}$ cm, so

$$L^2=\frac{10^{-6}\times2.5\times10^{-4}\times4\times10^{-8}}{10^{-12}}\ \text{cm}^2=10^{-5}\ \text{cm}^2 .$$

This gives $L=3.16\times10^{-3}$ cm $=31.6$ µm, or 6.3 via diameters. The lowest 18.4 µm of sidewall, and the floor, are unsupplied.

The concentration is 18.7 µmol/L at 10 µm, 5.4 µmol/L at 20 µm and 0.1 µmol/L at 30 µm. The parabola is flat near its end, so the last stretch of supplied wall lives on very dilute solution. Part (g) examines whether full burial can persist there.

A numerical solution of the discretized burial law, given only the inputs and the constraints $C\ge0$ and $q\le k$, finds a supplied length of 31.62 µm. Its profile differs from (8) by at most $1.5\times10^{-5}$ of $C_0$.

For shallower vias with the other values unchanged, (5) gives $H_f=30.4$ µm. A 20 µm via is fully supplied and keeps $40\,(1-20\times22.5/1000)=22$ µmol/L at its floor. A 31 µm via lies in the window, and in the axial model its floor gets the fraction

$$f=\frac{1000-961}{2.5\times31}=0.50$$

of its demand. The numerical solution of the axial model gives the same fraction. It is only a rough guide to a real via, because the window is narrower than the radius. In an axisymmetric solution with a nearly constant burial law, the same floor receives about 0.7 of its demand, almost full on the axis and little at the rim, because the lowest part of the sidewall runs short as well. At $H\approx L$ the floor still gets nearly half, where (7) gives zero.

**(g) Where could a constant burial rate come from, and what does a finite adsorption speed do to the edge?**

Let $\theta$ be the covered fraction of the wall. Suppose that adsorption proceeds at the rate $k_aC(1-\theta)$ and burial at $k\theta$. In steady state they are equal, so

$$\theta=\frac{C}{C+K},\qquad K=\frac{k}{k_a}. \tag{9}$$

The burial rate $k\theta$ is nearly constant for $C\gg K$, when the wall is almost full. The constant-rate law is thus a saturation limit, and it must fail near the edge, where $C$ falls to $K$.

With $u=C/C_0$, $x=z/L$ and $\epsilon=K/C_0$, the axial balance becomes $u''=2u/(u+\epsilon)$. Multiply by $2u'$ and integrate upward from far below the edge, where $u$ and $u'$ vanish in a deep via:

$$u'^2=4\int_0^u\frac{s\,ds}{s+\epsilon}=4\left[u-\epsilon\ln\left(1+\frac u\epsilon\right)\right]. \tag{10}$$

The effective supplied length is the coverage summed along the wall. Since $\theta=u''/2$, its integral over $x$ is $-u'(0)/2$, and

$$L_\theta=L\sqrt{1-\epsilon\ln\left(1+\frac1\epsilon\right)}. \tag{11}$$

Far below the edge $u\ll\epsilon$, so $u''\approx2u/\epsilon$. The tail decays exponentially with the length

$$\lambda=L\sqrt{\frac\epsilon2}=\sqrt{\frac{DR}{2k_a}}. \tag{12}$$

In the axial model the tail shrinks to nothing for $\epsilon\to0$, and the sharp edge returns. For $\epsilon\gg1$ coverage is low everywhere. In a via much deeper than $\lambda$ the whole profile is then close to an exponential with the decay length (12), and neither the parabola nor a definite supply depth survives.

Take $k_a=0.01$ cm/s. Then $K=0.1$ µmol/L and $\epsilon=0.0025$. Equation (11) gives $L_\theta=31.4$ µm, which is 0.8 % below $L$, and (12) gives a tail length of 1.1 µm. In the axial model coverage falls to one half at 32.0 µm. A numerical solution of the axial model with the law (9) agrees with these three lengths.

The tail is shorter than the radius, however, so the average over the cross-section is not accurate there. Where $\theta\approx C/K$, the wall condition is $-D\,\partial c/\partial r=k_ac$. The diffusion equation then has the decaying solution $c\propto J_0(\alpha r)e^{-\alpha z}$, with Bessel functions $J_0$, $J_1$ and
$$\alpha R\,\frac{J_1(\alpha R)}{J_0(\alpha R)}=\frac{k_aR}{D}.$$
For $k_aR/D\ll1$ the left side is $(\alpha R)^2/2$, and $1/\alpha$ equals $\lambda$ in (12). For $k_aR/D\gg1$, $\alpha R$ approaches 2.405, the first zero of $J_0$. Even very fast adsorption therefore leaves a tail of about $0.42R$, which the axial model misses. Here $k_aR/D=2.5$, which gives $\alpha R\approx1.7$ and a tail of about 1.5 µm. The edge as a whole is wider than this tail, because coverage already declines above $L$, where $C$ is only a few times $K$. It falls from 90 % to 10 % over about 7 µm, but its midpoint is hardly displaced.

The radial difference (2) is 0.06 µmol/L, small compared with $C_0$. It matters where the mean (8) is equally small: setting $(k/DR)(L-z)^2=kR/(4D)$ gives $L-z=R/2$, or 1.25 µm. An axisymmetric solution that includes both the radial variation and the law (9), with the mouth held at $C_0$, still gives a supplied length of 31.4 µm.

**(h) In a plating cell the bulk concentration is fixed, not the mouth concentration. How much depth is lost to the boundary layer?**

Let the bulk value $C_b$ hold at a distance $\delta$ above the surface, and give each via a circular cell of radius $b$. The flat surface between vias, called the field, is assumed to bury at the same rate $k$. The total uptake per cell is

$$k\left[\pi(b^2-R^2)+2\pi RL\right].$$

Treat the layer as plane, with this uptake spread evenly over the area $\pi b^2$. The concentration drop across the layer is then

$$C_b-C_m=\frac{k\delta}{D}\left[1-\frac{R^2}{b^2}+\frac{2RL}{b^2}\right].$$

The via responds to its mouth value $C_m$, so $L^2=DRC_m/k$. Eliminating $C_m$ gives a quadratic equation for $L$:

$$L^2+\frac{2R^2\delta}{b^2}L+R\delta\left(1-\frac{R^2}{b^2}\right)=\frac{DRC_b}{k}. \tag{13}$$

For $\delta=20$ µm, $b=11$ µm and $C_b=40$ µmol/L, the coefficient of $L$ is 2.07 µm and the constant term is 47.4 µm². Hence

$$L=-1.03+\sqrt{1.03^2+1000-47.4}=29.85\ \text{µm}.$$

This estimate is still too high. The flux per area entering the mouth is $2L/R$ times that into the field, more than twentyfold here, so the concentration above the mouth is lower than the plane average. An axisymmetric solution of layer, field, mouth and via together, with the coverage law of part (g), gives a mean mouth concentration of 32.6 µmol/L and a supplied length of 28.3 µm. That is 10.6 % below the simple $L$. These values are for a mesh of 0.25 µm. Finer meshes raise the mouth value to about 32.7 µmol/L and lower the loss to 10.5 %, while the length stays at 28.3 µm.

Formula (8) remains useful if the true mouth concentration is inserted. It then gives 28.55 µm. The correction (11), with $\epsilon=0.1/32.6$, lowers this by 0.9 % to 28.3 µm. The main error of the simple estimate therefore lies in the supply to the mouth, not in the parabola inside the via.

**(i) Is a steady state reached before the via changes shape, and how does the model compare with real copper filling?**

The diffusion time is $L^2/D=10$ s. Coverage has a time scale of its own. With a full coverage of $\Gamma=10$ pmol/cm², a wall cut off from supply obeys $\Gamma\,d\theta/dt=-k\theta$, so its coverage decays with the time constant $\Gamma/k=10$ s.

A time-dependent axial solution was started with concentration $C_0$ throughout the via and bare walls. Its total covered length stays within 5 % of the final value after only 2.5 s, but this does not mean that the profile has settled. The liquid initially holds $C_0R/2=5$ pmol per cm² of sidewall, enough to cover half of it, deep walls included. Half coverage over 50 µm is already 25 µm of covered length. Coverage lost below and gained above then largely offset each other in the total. A deep wall that starts half covered needs $10\ln10\approx23$ s to fall to 5 %. The coverage profile as a whole comes within 0.05 of its final form only after about 40 s.

Let unsupplied walls grow at 2 nm/s and covered walls at 0.1 nm/s, both assumed. The lower via would close sideways in $2500/2=1250$ s, much longer than the settling times. In that period the covered wall grows by 125 nm. With $k$ and $C_0$ fixed, a via narrowed uniformly by this amount would have $L=30.8$ µm instead of 31.6 µm. The actual change is not given by this estimate, because partly covered walls near the edge grow faster. The via then tapers, which leaves less wall area to supply there. In a quasi-steady axial solution with the wall speed interpolated linearly in $\theta$, this more than cancels the loss: the covered length rises slowly from 31.4 to about 31.8 µm over 1200 s. A quasi-steady description is reasonable for these values.

Metal ions are a more serious matter. Suppose that the walls below $L$ and the floor grow at the uniform speed $v$, and neglect the slower growth above. With molar volume $V_m$, each active area consumes ions at $J=v/V_m$. The ion flux through the cross-section is $J[1+2(H-L)/R]$ above $L$ and $J[1+2(H-z)/R]$ below it. Dividing by the ion diffusivity $D_i$ and integrating from mouth to floor gives the concentration drop

$$\Delta C_i=\frac{J}{D_i}\left[\left(1+\frac{2(H-L)}{R}\right)L+(H-L)+\frac{(H-L)^2}{R}\right].$$

With $V_m=7$ cm³/mol and $D_i=5\times10^{-6}$ cm²/s, the prefactor is $5.7\times10^{-3}$ mol/cm⁴ and the bracket is 0.065 cm. The drop is 0.37 mol/L, or 37 % of an assumed mouth value of 1 mol/L. About three quarters of this drop, the first term in the bracket, lies above $L$. If growth slows as the ion concentration falls, this part slows the whole active region. The remaining 0.09 mol/L lies along the active region and would make growth there somewhat uneven, contrary to the assumed uniform $v$.

The geometry and the suppressor concentration are of the rough size met in copper filling of through-silicon vias. The values of $k$, $k_a$, $\Gamma$ and the growth speeds are round assumptions, not data for a particular bath. They are not fully consistent with each other either. For a polymeric suppressor of about 3000 g/mol and a density near 1 g/cm³, the assumed $k$ buries about 0.03 nm/s of polymer, while the covered metal grows at only 0.1 nm/s. Plated copper contains far less polymer than that, so $k$ on a slowly growing covered wall should be much smaller. A smaller $k$ lengthens both the supply depth $L$ and the coverage time $\Gamma/k$. With the other values unchanged, a $k$ only 2.5 times smaller already gives $L=50$ µm, the full depth of this via, and no sidewall is then left unsupplied. The numbers here therefore illustrate the method. They do not predict a real supply depth, nor do they show that a shortage of suppressor is what makes a real via fill from the bottom. The assumption most open to doubt is a fixed $k$, since burial depends on how fast the metal grows, and hence on potential, on other additives and on the ion supply. Because $L\propto k^{-1/2}$, doubling $k$ at fixed $D$, $R$ and $C_0$ would shorten the supply depth from 31.6 to 22.4 µm, a larger change than any of the corrections to $L$ computed above. Tying burial to the local growth speed matters even more. With the speeds assumed above, a rate proportional to coverage times speed is $k\theta(20-19\theta)$, which equals $k$ on a full wall but reaches about $5k$ on a half-covered one. The axial balance then puts both the half-coverage depth and the covered length at 18.7 µm. The small corrections found in part (g) therefore hold only if burial does not depend on how fast the wall grows. The model says where suppressor can arrive. Whether the unsupplied region then fills without a void also depends on the growth kinetics and ion transport there. The numerical output lists the inputs and the main results.

## Numbers as computed

```
INPUTS (round model values)
via radius R = 2.5 um, via depth H = 50 um
suppressor diffusivity D = 1.0e-06 cm^2/s
mouth concentration C0 = 40 umol/L
burial rate k = 1.0 pmol/(cm^2 s)
MAIN RESULT
supply depth L = 31.62 um = 3.162e-03 cm
L over via diameter = 6.32
supplied length, constrained solver = 31.62 um
largest profile error / C0 = 1.5e-05
C at 10 um = 18.702 umol/L
C at 20 um = 5.404 umol/L
C at 30 um = 0.105 umol/L
unsupplied sidewall length H - L = 18.38 um
SHALLOWER VIAS
floor starts to starve at via depth = 30.40 um
floor concentration, 20 um via = 22.00 umol/L
floor supply / k, 31 um via: formula 0.5032, solver 0.5032
FINITE ADSORPTION SPEED
adsorption speed = 0.01 cm/s, K = 0.10 umol/L
epsilon = K/C0 = 0.0025
supplied wall length: formula 31.38 um, solver 31.38 um
depth of half coverage = 32.02 um
tail decay length: formula 1.118 um, solver 1.120 um
RADIAL VARIATION, LAYER AND MOUTH
mean minus wall concentration: formula 0.0625, solver 0.0629 umol/L
supplied length, axisymmetric, mouth at C0 = 31.37 um
layer thickness = 20 um, cell radius = 11 um
bulk concentration for layer cases = 40 umol/L
supply depth with plane layer = 29.85 um
mouth concentration, axisymmetric = 32.60 umol/L
L from that mouth concentration = 28.55 um
supplied length, layer + mouth + via = 28.28 um
change from simple L = -10.6 %
TIME, GROWTH AND METAL IONS
full wall coverage = 10 pmol/cm^2
diffusion time L^2/D = 10.0 s
time to settle within 5 % = 2.5 s
growth speeds: active 2.0, passive 0.1 nm/s
time for active walls to close = 1250 s
L after passive growth for that time = 30.82 um
metal molar volume = 7 cm^3/mol, ion diffusivity = 5e-06 cm^2/s
metal ion at mouth = 1.0 mol/L, drop to floor = 0.37 mol/L
```
